# Nuclear-Charge Derivatives of Atomic Energies and the Thomas-Fermi 3/7 Relation

## The decision

An atom has been computed at nuclear charge $Z$, and its energy and ionization energy are now wanted at neighbouring charges with the same number of electrons. Either every new charge gets its own calculation, or the densities already in hand are used to predict the change. The second choice costs one integral per density, provided that the first derivatives with respect to $Z$ need no information about how the wavefunction responds. These notes establish that they do not for exact eigenstates, and for full configuration interaction and Hartree-Fock theory in a basis independent of $Z$; they then measure how far a first-order prediction can be trusted, and ask when the same integral also gives the total energy.

Hartree atomic units are used. The nucleus is a fixed point charge at the origin, the Hamiltonian is nonrelativistic, and $Z$ is a continuous parameter. The number density of electrons is $\rho(\mathbf r)\ge 0$, with $\int\rho\,d^3r=N$. Since an electron has charge $-1$, the electrostatic potential that the electrons produce at the nucleus is

$$V_0=-\int\frac{\rho(\mathbf r)}{r}\,d^3r .$$

The nucleus's own potential is not included.

## One electron

For one electron, $E=-Z^2/2$ and $\rho=(Z^3/\pi)e^{-2Zr}$. With $\int_0^\infty r e^{-2Zr}dr=1/(4Z^2)$,

$$V_0=-4\pi\,\frac{Z^3}{\pi}\int_0^\infty r\,e^{-2Zr}\,dr=-4Z^3\,\frac{1}{4Z^2}=-Z .$$

The derivative of the energy is also $dE/dZ=-Z$. So $dE/dZ=V_0$, although the orbital visibly contracts as $Z$ grows. The energy itself is $E=\tfrac12 ZV_0$. The first relation will survive for any number of electrons; the factor $\tfrac12$ will not.

## Any number of electrons

The Hamiltonian is

$$H=-\frac12\sum_i\nabla_i^2-Z\sum_i\frac1{r_i}+\sum_{i<j}\frac1{r_{ij}} .$$

Let $\Psi$ be a normalized bound eigenstate that varies smoothly with $Z$ at fixed $N$, and let a prime denote $d/dZ$. Differentiating $E=\langle\Psi|H|\Psi\rangle$ gives

$$E'=\langle\Psi'|H|\Psi\rangle+\langle\Psi|H|\Psi'\rangle+\Big\langle\Psi\Big|\frac{\partial H}{\partial Z}\Big|\Psi\Big\rangle .$$

Because $H\Psi=E\Psi$ and $H$ is Hermitian, the first two terms are

$$E\big(\langle\Psi'|\Psi\rangle+\langle\Psi|\Psi'\rangle\big)=E\,\frac{d}{dZ}\langle\Psi|\Psi\rangle=0 .$$

Only the attraction contains $Z$, so $\partial H/\partial Z=-\sum_i 1/r_i$. The expectation value of a sum of one-electron functions is an integral over the density, hence

$$\boxed{\left(\frac{\partial E}{\partial Z}\right)_N=-\int\frac{\rho(\mathbf r)}{r}\,d^3r=V_0 .}$$

The contraction of the electron cloud does change the energy, but first at second order in the change of $Z$.

**Conditions.** If two states of different symmetry cross as $Z$ varies, the ground-state energy has a kink there, and the result applies to each state followed separately. Degeneracy within one rotational multiplet is harmless: $1/r$ is unchanged by rotations, so all members have the same $V_0$.

In a finite basis the proof carries over to full configuration interaction (FCI), with $\Psi$ replaced by the coefficient vector, if the basis functions do not depend on $Z$. If they do, the kinetic, $1/r$, repulsion and overlap matrices also vary with $Z$ and contribute further terms. These terms sum to zero when the $Z$-dependent basis parameters are optimized for the energy at each $Z$, since the energy is then stationary against them; in general they do not. Hartree-Fock theory obeys the result too: its energy is stationary against changes of the orbitals, so only the explicit $Z$ contributes.

**Test on beryllium.** The basis consists of nine s and two p sets of uncontracted Gaussians. FCI in this basis leaves out the correlation and flexibility that more functions would supply, but the theorem holds inside the basis and can be tested there. The energies at $Z=4.01$ and $Z=3.99$, both with four electrons, give

$$\frac{-14.711952-(-14.543423)}{0.02}=-8.426\ \text{hartree}.$$

Radial quadrature of the density at $Z=4$ gives $V_0=-8.426$ hartree/e, in agreement.

**The sign of the error.** For a ground state, take $\Psi$ at charge $Z$ as a trial function at charge $Z+\Delta$. The variational principle gives

$$E(Z+\Delta)\le\langle\Psi|H_{Z+\Delta}|\Psi\rangle=E(Z)+\Delta\,V_0(Z),$$

where the equality holds because $H$ is linear in $Z$. The first-order estimate of the total energy is therefore an upper bound, in the same fixed basis. For $\Delta=0.01$ it is $-14.627564-0.084264=-14.711828$ hartree, which lies above the computed $-14.711952$ hartree, as it must.

## The ionization energy

Define $I=E(Z,N-1)-E(Z,N)$ with the nucleus fixed. The boxed result applies to each energy at its own electron number:

$$\frac{dI}{dZ}=V_0(N-1)-V_0(N)=-\int\frac{\rho_{N-1}}{r}\,d^3r+\int\frac{\rho_N}{r}\,d^3r .$$

The removal Fukui function is the density lost on ionization,

$$f^-(\mathbf r)=\rho_N(\mathbf r)-\rho_{N-1}(\mathbf r),\qquad \int f^-\,d^3r=N-(N-1)=1 .$$

Its potential is defined with the positive kernel, $v_{f^-}(\mathbf R)=\int f^-(\mathbf r)/|\mathbf r-\mathbf R|\,d^3r$. At the nucleus, $\mathbf R=0$, so

$$\boxed{\frac{dI}{dZ}=\int\frac{f^-(\mathbf r)}{r}\,d^3r=v_{f^-}(0) .}$$

There is no minus sign here, in contrast to $V_0$: the charge $-1$ of the electron and the minus sign in front of $E(Z,N)$ have cancelled. An electron removed from near the nucleus makes $I$ respond strongly to $Z$; one removed from far away makes it respond weakly.

**One-electron limit.** With $N=1$ nothing remains after ionization, so $f^-=\rho$ and $v_{f^-}(0)=Z$. Directly, $I=Z^2/2$ and $dI/dZ=Z$.

**Beryllium.** The two FCI densities give

$$v_{f^-}(0)=-7.9662-(-8.4264)=0.4602\ \text{bohr}^{-1}.$$

The finite difference of the ionization energies gives $dI/dZ=0.4602$ hartree. The agreement is exact within the basis, but the value itself is not converged: CCSD(T), which reproduces the FCI ionization energies in this basis to four digits, gives a slope of 0.4535 in a larger 12s5p3d1f basis. The numbers may be compared directly because $Z$ is dimensionless and an electron at one bohr from a unit charge has a Coulomb energy of one hartree in magnitude.

### How much is the orbital?

It is tempting to replace $f^-$ by the density of the highest occupied orbital. At the Hartree-Fock level the difference can be isolated. Adding and subtracting $|\phi_{2s}|^2$, with $\phi_{2s}$ taken from neutral beryllium,

$$f^-=|\phi_{2s}|^2+\Big[\big(\rho_N-|\phi_{2s}|^2\big)-\rho_{N-1}\Big].$$

The bracket compares the three remaining electrons before and after they relax. The contributions at the nucleus are

$$0.5221-0.0866=0.4355\ \text{bohr}^{-1}.$$

The negative relaxation term means that $\int\rho/r$ of the remaining three electrons grows when they relax: in this average they move closer to the nucleus. The orbital alone overestimates the Hartree-Fock derivative by $0.0866/0.4355$, or 20%. For beryllium, then, the density of the ion has to be computed. A denser set of s functions changes the two contributions to 0.5225 and $-0.0861$ and leaves the overestimate at 20%. The FCI value in the 9s2p basis, 0.460, differs from the Hartree-Fock 0.436 by the effect of correlation within that basis; with larger bases this difference falls from 0.025 to about 0.017.

### How far does first order reach?

Now take a full unit step, from Be to B$^+$, both with four electrons. FCI gives $I(\text{Be})=0.3373$ hartree (9.18 eV) in this basis. The prediction is

$$I(\text{B}^+)\approx0.3373+1\times0.4602=0.7975\ \text{hartree},$$

while direct FCI in the same unchanged basis gives 0.9167 hartree. The estimate is low by 0.1192 hartree, 13% of the direct value.

The missing part is curvature. Taylor's theorem with remainder gives

$$I(5)-I(4)-I'(4)=\int_0^1(1-t)\,I''(4+t)\,dt .$$

The weight $1-t$ integrates to $\tfrac12$, so the weighted mean of $I''$ over the step is $2\times0.1192=0.238$ hartree in this basis. In the larger 12s5p3d1f basis, CCSD(T) gives $I(\text{Be})=0.3422$ and $I(\text{B}^+)=0.9232$ hartree, a miss of 0.1275 hartree (14%) and a mean curvature of 0.255 hartree; the size of the error is robust, its second digit is not. For one electron $I''=1$, and a unit step would miss $\tfrac12$ hartree. The upper-bound argument used for $E$ does not fix the sign of this error in general, because $I$ is a difference of two energies that each obey such a bound.

The decision can now be made for this case. The densities of the atom and its ion give the slope at once, but if an error of about a tenth of a hartree in $I$ matters, a unit step needs a new calculation or a second-order term.

## Can $V_0$ give the total energy?

For one electron $E=\tfrac12ZV_0$. The first generalization keeps $N$ fixed and lets $Z$ become large. Measuring lengths in units of $1/Z$, $\mathbf r=\mathbf s/Z$, turns the Hamiltonian into

$$H=Z^2\Big[\sum_i\Big(-\frac12\nabla_{s_i}^2-\frac1{s_i}\Big)+\frac1Z\sum_{i<j}\frac1{s_{ij}}\Big].$$

The repulsion becomes relatively unimportant, so to leading order $E=-AZ^2$ with $A$ depending on $N$ alone. Then $V_0=\partial E/\partial Z=-2AZ$, and again $E=\tfrac12ZV_0$.

In a neutral atom $N$ grows together with $Z$, so the repulsion does not drop out. Its share can be expressed through the virial theorem. Stretch a density or wavefunction uniformly so that all lengths are divided by $\kappa$. The kinetic energy $T$ becomes $\kappa^2T$, and the attraction $V_{ne}$ and repulsion $V_{ee}$ become $\kappa V_{ne}$ and $\kappa V_{ee}$. The energy is stationary at $\kappa=1$, so $2T+V_{ne}+V_{ee}=0$. With $E=T+V_{ne}+V_{ee}$ this gives $E=\tfrac12(V_{ne}+V_{ee})$. Since $V_{ne}=-Z\int\rho/r=ZV_0$,

$$\frac{E}{ZV_0}=\frac12\left(1-\frac{V_{ee}}{|V_{ne}|}\right).$$

The problem is thus to find the ratio of repulsion to attraction. Thomas-Fermi (TF) theory fixes it for neutral atoms.

## Thomas-Fermi scaling

The TF energy uses the kinetic energy density of a uniform electron gas and the classical repulsion of the density, without exchange or correlation:

$$E_Z[\rho]=C_F\int\rho^{5/3}d^3r-Z\int\frac{\rho}{r}\,d^3r+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

with $C_F=\tfrac3{10}(3\pi^2)^{2/3}$. The TF ground-state energy $E(Z,N)$ is its minimum over densities with $N\le Z$ electrons.

From any density $\rho$ construct

$$\rho_\lambda(\mathbf r)=\lambda^2\rho(\lambda^{1/3}\mathbf r).$$

Substituting $\mathbf s=\lambda^{1/3}\mathbf r$, each volume element contributes $d^3r=\lambda^{-1}d^3s$ and each inverse distance contributes $\lambda^{1/3}$. The powers of $\lambda$ at nuclear charge $\lambda Z$ are:

- electron number: $2-1=1$, so $N$ becomes $\lambda N$;
- kinetic energy: $2\cdot\tfrac53-1=\tfrac73$;
- attraction: $1+2+\tfrac13-1=\tfrac73$, the first 1 coming from $\lambda Z$;
- repulsion: $4+\tfrac13-2=\tfrac73$.

Therefore $E_{\lambda Z}[\rho_\lambda]=\lambda^{7/3}E_Z[\rho]$ for every density. The map can be inverted by using $1/\lambda$, so it carries the minimizing density for $(Z,N)$ into the one for $(\lambda Z,\lambda N)$, and

$$E(\lambda Z,\lambda N)=\lambda^{7/3}E(Z,N).$$

### From scaling to $V_0$

Differentiate both sides at $\lambda=1$, with $\rho$ the minimizing density. The right side gives $\tfrac73E$. The left side changes through the explicit charge $\lambda Z$ and through the density:

$$\frac73E=-Z\int\frac{\rho}{r}\,d^3r+\int\frac{\delta E_Z}{\delta\rho(\mathbf r)}\,\frac{\partial\rho_\lambda(\mathbf r)}{\partial\lambda}\bigg|_{\lambda=1}d^3r .$$

The first term is $ZV_0$. For the second, minimization at fixed electron number requires $\delta E_Z/\delta\rho=\mu$, a constant, wherever $\rho>0$. The integral is then $\mu$ times the rate of change of the electron number $\lambda N$, which is $\mu N$. An edge of the density adds nothing at first order, because $\rho$ vanishes there. Hence

$$\boxed{E=\frac37\,(ZV_0+N\mu).}$$

The same stationarity argument identifies the two pieces for $N<Z$. Changing $Z$ at fixed $N$ leaves only the explicit term, so $\partial E/\partial Z=V_0$. Changing $N$ at fixed $Z$ gives $\partial E/\partial N=\mu$.

### The value of $\mu$

Since $\tfrac53C_F=\tfrac12(3\pi^2)^{2/3}$, the condition $\delta E_Z/\delta\rho=\mu$ reads

$$\frac12\big(3\pi^2\rho\big)^{2/3}-\frac Zr+v_H(r)=\mu,\qquad v_H(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Suppose the density ends at a radius $r_0$. There $\rho=0$ and all $N$ electrons lie inside, so $v_H(r_0)=N/r_0$ and

$$\mu=-\frac{Z-N}{r_0}.$$

If instead the density extends to infinity, every term on the left tends to zero at large $r$, and $\mu=0$. A positive ion cannot do this. With $\mu=0$, and $v_H\le N/r$ for a spherical density, the equation would give $\tfrac12(3\pi^2\rho)^{2/3}\ge(Z-N)/r$. The density would fall no faster than $r^{-3/2}$, which cannot be normalized. An ion therefore has a finite edge and a negative $\mu$.

For a neutral atom both alternatives give $\mu=0$, and

$$\boxed{E=\frac37\,ZV_0\qquad(N=Z,\ \text{Thomas-Fermi}).}$$

The virial formula now shows what $\tfrac37$ means. Setting $\tfrac12(1-V_{ee}/|V_{ne}|)=\tfrac37$ gives $V_{ee}/|V_{ne}|=\tfrac17$: in a neutral TF atom the repulsion is one seventh of the attraction.

### Limit: a highly stripped ion

For $N\ll Z$ the repulsion is negligible, and the general relation should return the factor $\tfrac12$. The virial formula gives $E=\tfrac12ZV_0=\tfrac12Z\,\partial E/\partial Z$, so $E\propto Z^2$ at fixed $N$. The total degree $\tfrac73$ then requires $E\propto Z^2N^{1/3}$, and $N\mu=N\,\partial E/\partial N=E/3$. Inserting this,

$$E=\frac37ZV_0+\frac17E\quad\Rightarrow\quad\frac67E=\frac37ZV_0\quad\Rightarrow\quad E=\frac12ZV_0 .$$

The $\mu$ term is what connects the neutral atom to the hydrogen-like limit.

### Numbers for the TF model

For $Z=N=10$ the numerical TF density gives $V_0=-38.645$ hartree/e, so

$$\tfrac37\times10\times(-38.645)=-165.62\ \text{hartree}.$$

Evaluating the three energy integrals separately also gives $-165.62$ hartree.

For the ion with $Z=20$ and $N=10$, the edge is at 0.96277 bohr, so $\mu=-10/0.96277=-10.387$ hartree. With $V_0=-88.178$ hartree/e,

$$\tfrac37\,\big[20(-88.178)+10(-10.387)\big]=\tfrac37(-1867.4)=-800.3\ \text{hartree},$$

which agrees with the energy integrals. Omitting $\mu$ gives $-755.8$ hartree, 5.6% too small in magnitude relative to the TF energy. Central finite differences of the ion's energy, with step 0.1 in $Z$ and in $N$, give $-88.178$ and $-10.387$ hartree, agreeing with $V_0$ and $\mu$ to better than 0.01% of each.

## Real atoms

Real atoms do not follow the TF functional, so $\tfrac37$ becomes an approximation. Hydrogen shows a clear failure: $V_0=-1$ gives $-0.429$ hartree instead of $-0.5$, which is 14% too small in magnitude. It has no repulsion at all, where the TF ratio assumes one seventh.

The table uses nonrelativistic Hartree-Fock energies and densities, which leave out correlation and relativity. For He to Ar a different even-tempered basis changes $E$ and $\tfrac37ZV_0$ by at most about 0.002 hartree; the basis convergence of the Kr entries has not been established, and their last digit is uncertain. Energies are in hartree. The error is that of $\tfrac37ZV_0$ relative to the Hartree-Fock energy; a positive sign means too negative.

| Atom | $E$ | $\tfrac37ZV_0$ | Error | $E/(ZV_0)$ |
|---|---:|---:|---:|---:|
| He | −2.862 | −2.892 | 1.1% | 0.424 |
| Be | −14.573 | −14.416 | −1.1% | 0.433 |
| Ne | −128.55 | −133.34 | 3.7% | 0.413 |
| Ar | −526.8 | −537.9 | 2.1% | 0.420 |
| Kr | −2752.0 | −2821.0 | 2.5% | 0.418 |

The errors do not fall steadily with $Z$, and five atoms establish no trend. The virial formula translates them into repulsion. For neon, $V_{ee}/|V_{ne}|=1-2\times0.413=0.17$, above the TF value $\tfrac17=0.143$, so $\tfrac37ZV_0$ is too negative. For beryllium the ratio is $1-2\times0.433=0.13$, below $\tfrac17$, and the error has the opposite sign.

For all five atoms the relation is more accurate than the TF energy itself. Neon shows why. Its TF energy, $-165.62$ hartree, is too large in magnitude by the factor $165.62/128.55=1.288$. Its TF potential is too large by $38.645/31.113=1.242$. The relation needs only the quotient of energy and potential, where the two errors largely cancel: $1.288/1.242=1.037$, the 3.7% in the table.

These results have different uses. The derivatives $dE/dZ=V_0$ and $dI/dZ=v_{f^-}(0)$ can replace a finite-difference calculation at the stated level of theory. The $\tfrac37$ relation estimates the total energy of the five closed-shell atoms above to within 4%. These deviations are far too large for energy differences such as $I$, and too large to test whether an energy and a density belong together: with the Hartree-Fock energy of neon, the density of Ne$^+$ gives an error of 1.0%, smaller than the 3.7% from neon's own density. The numerical check covers the derivatives, the scaling law and the atoms above.

## Calculated quantities

```
BERYLLIUM, FCI, uncontracted 9s2p basis (hartree atomic units)
s exponents (bohr^-2): 0.05 0.16 0.512 1.638 5.243 16.78 53.69 171.8 549.8
p exponents (bohr^-2): 0.18 0.6
E(Be), hartree                          -14.627564
E(Be+), hartree                         -14.290233
step in Z for finite differences        0.01
E(Z=4+step, N=4), hartree               -14.711952
E(Z=4-step, N=4), hartree               -14.543423
dE/dZ by finite difference, hartree     -8.42642
V0(Be) from density, hartree/e          -8.42642
V0(Be+) from density, hartree/e         -7.96621
integral of Fukui function              1.000000
dI/dZ by finite difference, hartree     0.46022
Fukui potential at nucleus, 1/bohr      0.46022
I(Be), hartree                          0.33733
I(Be), eV                               9.179
I(B+) first-order estimate, hartree     0.79755
I(B+) direct FCI same basis, hartree    0.91672
Hartree-Fock split of the Fukui potential of Be (1/bohr)
2s orbital part                         0.52209
relaxation part                         -0.08658
sum                                     0.43551
THOMAS-FERMI NEUTRAL ATOM, Z = N = 10
E from functional, hartree              -165.6211
V0 from density, hartree/e              -38.6449
(3/7) Z V0, hartree                     -165.6211
largest |mu| for r in 0.1-10 bohr       4.0e-06 hartree
E/Z^(7/3), hartree                      -0.76875
V0/Z^(4/3), hartree/e                   -1.79374
THOMAS-FERMI ION, Z = 20, N = 10
edge radius, bohr                       0.96277
mu = -(Z-N)/edge radius, hartree        -10.3866
dE/dN by finite difference, hartree     -10.3874
V0 from density, hartree/e              -88.1783
dE/dZ by finite difference, hartree     -88.1783
E from functional, hartree              -800.328
(3/7)(Z V0 + N mu), hartree             -800.328
(3/7) Z V0 alone, hartree               -755.814
HARTREE-FOCK ATOMS (energies in hartree, V0 in hartree/e)
atom  Z   E(HF)       V0         (3/7)Z V0   error %  E(TF)      E/(Z V0)
He     2     -2.862    -3.3746      -2.892     1.08     -3.874    0.4240
Be     4    -14.573    -8.4091     -14.416    -1.08    -19.525    0.4332
Ne    10   -128.547   -31.1132    -133.342     3.73   -165.621    0.4132
Ar    18   -526.815   -69.7249    -537.878     2.10   -652.757    0.4198
Kr    36  -2752.014  -182.8438   -2821.019     2.51  -3289.689    0.4181
3/7 = 0.4286
```
